# Massive Dirac model of monolayer MoS2 at the K valleys, part 2

A two-band Dirac model describes the valleys $\pm\mathbf K$ of monolayer MoS2. We ask what Berry curvature and optical selection it gives, and where it fails. The valley index is $\tau=\pm1$, the spin along the layer normal $z$ is $s=\pm1$, and $\mathbf k$ is measured from the valley centre. The lattice constant is $a$, the coupling energy $t$, the gap without spin-orbit coupling $\Delta$, and the spin-orbit energy $\lambda=\zeta$. In the ordered basis $c=d_{z^2}$, $v_\tau=d_{2\tau}$,

$$H_{\tau s}=at(\tau k_x\sigma_x+k_y\sigma_y)+\frac\Delta2\sigma_z-\lambda\tau s\frac{\sigma_z-1}{2}. \tag{12}$$

With $\Delta'=\Delta-\tau s\lambda$ and $\cos\theta=\Delta'/\mathcal R$, the energies are

$$E_\pm=\frac{\tau s\lambda}{2}\pm\frac{\mathcal R}{2},\qquad \mathcal R=\sqrt{\Delta'^2+4a^2t^2k^2}. \tag{13}$$

The rotation $C_3$ by $120^\circ$ takes $k_\pm=k_x\pm ik_y$ to $\omega k_+$ and $\omega^*k_-$, with $\omega=e^{2\pi i/3}$. At $\mathbf K$ the state $d_m$ has eigenvalue $D_m=e^{-2\pi im/3}$, and

$$H_{mn}(C_3\mathbf k)=D_mD_n^*H_{mn}(\mathbf k). \tag{4}$$

The atomic spin-orbit coupling, with angular momenta in units of $\hbar$, is

$$\zeta\,\mathbf L\cdot\mathbf S=\zeta L_zS_z+\frac{\zeta}{2}(L_+S_-+L_-S_+). \tag{6}$$

It splits the bands by

$$E_v(\uparrow)-E_v(\downarrow)=2\lambda\tau, \tag{7}$$

$$E_c(\uparrow)-E_c(\downarrow)=\frac{3\zeta^2}{2}\left[\frac1{E_c-E_1}-\frac1{E_c-E_{-1}}\right], \tag{8}$$

where $E_{\pm1}$ are the mirror-odd $d_{\pm1}$ levels at $\mathbf K$. To second order the valence splitting there is $2\zeta-\zeta^2/(E_v-E_1)$.

The lattice example has orbitals $(d_{z^2},d_{xy},d_{x^2-y^2})$, onsite energies $e_1,e_2,e_2$, and bonds $\mathbf R_j=a(\cos\theta_j,\sin\theta_j)$, $\theta_j=2\pi j/3$, $j=0,1,2$, with their reverses. The hoppings along $\mathbf R_0$ are

$$E(\mathbf R_0)=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}. \tag{9}$$

At $\mathbf K$,

$$E_c=e_1-3t_0,\qquad E_v=e_2-\frac32(t_{11}+t_{22})-3\sqrt3\,t_{12}. \tag{10}$$

The third mirror-even state $w=d_{-2}$ has energy $E_w$, obtained from $E_v$ by reversing the sign of $t_{12}$. The bond sum

$$\langle c|\partial_\alpha H|v\rangle=\sum_j iR_{j\alpha}\,\omega^{-j}\left[\omega^*\frac{t_2+it_1}{\sqrt2}-\omega\frac{t_2-it_1}{\sqrt2}\right]$$

gives

$$t=\frac{3(t_1+\sqrt3\,t_2)}{2\sqrt2}. \tag{11}$$

The example has $a=0.3$ nm, $at=0.3159$ eV nm and, in eV, $\Delta=1.6588$, $\lambda=0.1$, $E_v=-0.0588$, $E_c=1.6$, $E_w=3.0588$, $t_0=-0.2$, $t_1=0.3$, $t_2=0.4$, $t_{11}=0.2$, $t_{12}=0.3$, $t_{22}=0$.

### Berry curvature in the two-band model

The Berry connection is $\mathbf A=i\langle u|\nabla u\rangle$ and the curvature is $\Omega=\partial_xA_y-\partial_yA_x$. The terms with second derivatives cancel, leaving

$$\Omega_n=i\left(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\right)=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle.$$

Insert a complete set of states between the two derivatives. The term with $n$ itself is a product of two imaginary numbers, because $\langle n|n\rangle=1$ makes $\langle n|\partial n\rangle$ imaginary; the product is real and drops out. For $m\neq n$, differentiating $H|n\rangle=E_n|n\rangle$ and projecting on $m$ gives $\langle m|\partial n\rangle=\langle m|\partial H|n\rangle/(E_n-E_m)$. Therefore

$$\Omega_n=-2\,\mathrm{Im}\sum_{m\ne n}\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(E_n-E_m)^2}. \tag{14}$$

In the Dirac model $\partial_xH=at\tau\sigma_x$ and $\partial_yH=at\sigma_y$. There is one other state, so $|m\rangle\langle m|=1-|n\rangle\langle n|$ and

$$\langle n|\sigma_x|m\rangle\langle m|\sigma_y|n\rangle=i\langle n|\sigma_z|n\rangle-\langle n|\sigma_x|n\rangle\langle n|\sigma_y|n\rangle.$$

The last product is real. The expectation value of $\sigma_z$ is $\cos\theta$ in the conduction band and $-\cos\theta$ in the valence band, and the energy denominator is $\mathcal R^2$. Hence

$$\Omega_v=-\Omega_c=\frac{2\tau a^2t^2\Delta'}{(\Delta'^2+4a^2t^2k^2)^{3/2}}. \tag{15}$$

The sign follows the valley. At $k=0$ the magnitude is $2a^2t^2/\Delta'^2$, so the spin with the smaller gap has the larger curvature. With the parameters of the example, the two-band valence values from (15) at $\mathbf K$ are $0.0821$ nm² for spin up and $0.0645$ nm² for spin down.

The Berry phase of a counterclockwise circle of radius $k$ is the flux of (15). With $q$ as the radial integration variable and $u=4a^2t^2q^2$, so that $2\pi q\,dq=\pi\,du/(4a^2t^2)$,

$$\gamma_v=\frac{\tau\pi\Delta'}{2}\int_0^{4a^2t^2k^2}\frac{du}{(\Delta'^2+u)^{3/2}}=\tau\pi\Delta'\left(\frac1{\Delta'}-\frac1{\mathcal R}\right)=\tau\pi(1-\cos\theta). \tag{16}$$

For $atk\ll\Delta'$ this is small. It approaches $\tau\pi$ for $2atk\gg\Delta'$, but with a gap this large that limit lies outside the range where the linear expansion can be trusted. For $k=0.5$ nm⁻¹ and no spin-orbit coupling, $\cos\theta=0.9823$ and $\gamma_v=0.0555$ rad at $\mathbf K$.

### Circular selection at the valley centre

Let the light field be proportional to $(\hat x+iq\hat y)e^{-i\Omega_Lt'}$, with helicity $q=\pm1$, light frequency $\Omega_L$ and time $t'$. The part that varies as $e^{-i\Omega_Lt'}$ causes absorption. In the dipole approximation its amplitude is proportional to the matrix element of $P_q=P_x+iqP_y$, where $\mathbf P$ is the electron mass $m_0$ times the velocity operator. The light called $\sigma^+$ has $q=+1$.

The operator $P_q$ changes angular momentum about $z$ by $q$, so under the rotation $U$ by $120^\circ$ it obeys $UP_qU^\dagger=e^{-2\pi iq/3}P_q$. Inserting $U^\dagger U$ on both sides of $P_q$ gives

$$\langle f|P_q|i\rangle=e^{-2\pi i(m_i+q-m_f)/3}\langle f|P_q|i\rangle.$$

The matrix element vanishes unless the exponential is one:

$$m_f=m_i+q\pmod 3. \tag{17}$$

At $\mathbf K$ the transition starts from $m_v=2$ and ends at $m_c=0$. Since $2+1=3$, the allowed helicity is $q=+1$. At $-\mathbf K$, $m_v=-2$ and the allowed helicity is $q=-1$. Thus $\mathbf K$ absorbs $\sigma^+$ and not $\sigma^-$, and $-\mathbf K$ does the reverse. The rule requires $C_3$ symmetry and the two labels; it does not depend on the hopping range, the gap or the truncation to two bands.

Spin-orbit coupling does not weaken the rule. With spin, a state carries $m+s/2$ in place of $m$. When (6) mixes $|0\uparrow\rangle$ with $|1\downarrow\rangle$, both components have the value $1/2$, so the mixed state still has a definite $C_3$ eigenvalue. For initial and final states that both derive from spin $s$, the contribution $s/2$ cancels from (17). The horizontal mirror with spin has eigenvalue $-is(-1)^m$, which is also preserved by the mixing. In-plane $\mathbf P$ is mirror even and connects equal mirror eigenvalues, which excludes transitions from the spin-up valence edge to the spin-down conduction edge and the reverse.

The Dirac Hamiltonian contains the same information. Since $\partial_\alpha H=(\hbar/m_0)P_\alpha$,

$$P_q=\frac{m_0at}{\hbar}(\tau\sigma_x+iq\sigma_y).$$

For $\tau=q=1$ the bracket is $2|c\rangle\langle v|$, which lifts an electron from $v$ to $c$. For $\tau=1$, $q=-1$ it is $2|v\rangle\langle c|$, which has no element from $v$ to $c$. In the lattice example the allowed element of $\partial_xH+i\partial_yH$ at $\mathbf K$ is $0.632$ eV nm, equal to $2at$.

The role of $C_3$ can be seen by removing it. Increasing the hopping along one of the three bond directions by 5% gives $|P_-|/|P_+|=0.0103$ at $\mathbf K$. The selection rule is thus a property of the unstrained crystal; a strain that makes the bonds unequal admits the other helicity.

### Polarization away from the centre

For finite $k$, write $\tau k_x+ik_y=ke^{i\chi}$. The eigenstates of (12), in the order $(c,v)$ of the basis, are

$$|+\rangle=\begin{pmatrix}\cos\frac\theta2\\ e^{i\chi}\sin\frac\theta2\end{pmatrix},\qquad |-\rangle=\begin{pmatrix}-e^{-i\chi}\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

At $\tau=1$, the operator for $q=+1$ gives $2\cos^2(\theta/2)=1+\cos\theta$. The one for $q=-1$ gives the magnitude $2\sin^2(\theta/2)=1-\cos\theta$. At $\tau=-1$ the two operators exchange roles up to a sign. In general

$$|\langle+|P_q|-\rangle|=\frac{m_0at}{\hbar}(1+q\tau\cos\theta). \tag{18}$$

The degree of circular polarization is the difference of the two absorption strengths divided by their sum:

$$\eta=\frac{|P_+|^2-|P_-|^2}{|P_+|^2+|P_-|^2}=\frac{2\tau\cos\theta}{1+\cos^2\theta}. \tag{19}$$

It is $\tau$ at the valley centre. For small $k$, $\cos\theta\approx1-2(atk/\Delta')^2$, and from $1-|\eta|=(1-\cos\theta)^2/(1+\cos^2\theta)$ the loss is $2(atk/\Delta')^4$ to leading order. This quartic law belongs to the linear model. The symmetry condition (4) also allows a term $\kappa k_+^2$ in $H_{cv}$, because $k_+^2$ acquires the factor $\omega^2=\omega^*$. Its derivative $(\partial_x-i\partial_y)\kappa k_+^2=4\kappa k_+$ gives the forbidden helicity an amplitude linear in $k$, and hence a loss quadratic in $k$ once $k$ is small enough.

In the example without spin-orbit coupling, (19) gives $\eta=0.99984$ at $k=0.5$ nm⁻¹. The lattice gives $0.99996$ on the side $+k_x$ of $\mathbf K$ and $0.99984$ on the side $-k_x$. A dependence on the sign of $\mathbf k$ is expected, since the amplitude from $\kappa$ changes sign with $\mathbf k$ while the Dirac amplitude, proportional to $k_-^2$, does not. These two amplitudes alone do not reproduce the lattice numbers. The ratio $|P_-|/|P_+|\approx\sqrt{(1-\eta)/2}$ is $0.0044$ on the side $+k_x$ and $0.0090$ on the side $-k_x$. The part even in $\mathbf k$ must equal their mean, $0.0067$, or their half-difference, $0.0023$, and neither is the Dirac value $0.0089$. Other omitted terms, such as the diagonal $k^2$ terms of (22) and a cubic term $k^2k_-$ in $H_{cv}$, also give amplitudes proportional to $k_-^2$. All three losses are below $2\times10^{-4}$, so the omitted terms change $\eta$ itself by only about $10^{-4}$ at this $k$. The loss $1-\eta$, however, is not given reliably by the linear model: it is $1.6\times10^{-4}$ from (19) and $0.4\times10^{-4}$ on the side $+k_x$ of the lattice, a factor of about four. The agreement on the side $-k_x$ should therefore not be read as a confirmation of (19).

### What the third band changes

The state $w$ contributes to both curvature and energy. Its linear couplings follow from the same bond sum as $t$. For $c$ and $w$ the sign of $t_1$ is reversed. For $v$ and $w$ the bond element is $(t_{22}-t_{11})/2$ in both directions, and the phase difference $\omega^*-\omega$ has magnitude $\sqrt3$. With the geometric factor $3a/2$, the magnitudes of $\langle w|\partial_xH|n\rangle$ are

$$x_{wc}=\frac{3a|t_1-\sqrt3t_2|}{2\sqrt2},\qquad x_{wv}=\frac{3\sqrt3\,a|t_{11}-t_{22}|}{4}. \tag{20}$$

They are $0.125$ and $0.078$ eV nm in the example.

If $n$ is connected to $m$ by helicity $q$ alone, the element of $\partial_xH-iq\partial_yH$ vanishes. Therefore $\langle m|\partial_yH|n\rangle=-iq\langle m|\partial_xH|n\rangle$, and the term in (14) becomes $2q|\langle m|\partial_xH|n\rangle|^2/(E_n-E_m)^2$. Each band thus gains positive curvature from a partner reached by $q=+1$ and negative curvature from one reached by $q=-1$. Rule (17) gives $q=+1$ for $v\to c$ and $c\to w$, and $q=-1$ for $c\to v$ and $v\to w$. At $\mathbf K$, without spin-orbit coupling,

$$\Omega_v=\frac{2a^2t^2}{\Delta^2}-\frac{2x_{wv}^2}{(E_w-E_v)^2},\qquad \Omega_c=-\frac{2a^2t^2}{\Delta^2}+\frac{2x_{wc}^2}{(E_w-E_c)^2}. \tag{21}$$

The two-band magnitude is $0.0725$ nm². The lattice values are $0.0713$ nm² for the valence band and $-0.0579$ nm² for the conduction band. Relative to the two-band magnitude, the corrections are 2% and 20%. Equal and opposite curvature in the two bands is therefore a property of the two-band model.

Opposite curvature in the two valleys does not depend on that truncation. For a real hopping model $H(-\mathbf p)=H(\mathbf p)^*$, with $\mathbf p$ the full wavevector, so one may choose $u(-\mathbf p)=u(\mathbf p)^*$. Conjugation reverses the sign of the imaginary quantity $\langle u|\nabla u\rangle$, and $\nabla$ changes sign as well; hence $\mathbf A(-\mathbf p)=\mathbf A(\mathbf p)$. The curl of an even vector field is odd, so $\Omega_n(-\mathbf p)=-\Omega_n(\mathbf p)$. With spin, time reversal also exchanges $s$ and $-s$.

In the example the dispersion, that is, the change of the energies with $k$, is more sensitive than the curvature at $\mathbf K$; for other parameters the order can be reversed. Condition (4) allows diagonal terms $\gamma_nk^2$, and these are of the same order in $k$ as the Dirac dispersion:

$$E_c(k)-E_v(k)\approx\Delta+\frac{2a^2t^2}{\Delta}k^2+(\gamma_c-\gamma_v)k^2. \tag{22}$$

Each $\gamma_n$ has a part from the second derivative of the Bloch phases and a part from repulsion by $w$. For the first, each pair of opposite bonds contributes its term at $\mathbf K$ times $-(\mathbf k\cdot\mathbf R_j)^2/2$. The three pairs contribute equally at $\mathbf K$, and $\sum_j(\mathbf k\cdot\mathbf R_j)^2=3a^2k^2/2$, so the result is $-a^2k^2/4$ times the hopping part of the level. From (10) those parts are $-3t_0$ and $-\frac32(t_{11}+t_{22})-3\sqrt3t_{12}$. Therefore

$$\gamma_c=\frac{3a^2t_0}{4}-\frac{x_{wc}^2}{E_w-E_c},\qquad \gamma_v=\frac{3a^2}{4}\left(\frac{t_{11}+t_{22}}2+\sqrt3\,t_{12}\right)-\frac{x_{wv}^2}{E_w-E_v}.$$

The numbers are $\gamma_c=-0.0135-0.0107=-0.024$ eV nm² and $\gamma_v=0.0418-0.0019=0.040$ eV nm². Their difference, $-0.064$ eV nm², cancels about half of the Dirac coefficient $2(0.3159)^2/1.6588=0.120$ eV nm².

At $k=0.5$ nm⁻¹ the Dirac gap is $1.6887$ eV, while the lattice gap is $1.6726$ or $1.6729$ eV on the two sides of $\mathbf K$. The error is 1% of the gap. The increase of the gap from its value at $\mathbf K$, however, is $0.030$ eV in the Dirac model and $0.014$ eV in the lattice, so the model overestimates it by a factor of about two. Equation (22) gives $0.25\times(0.120-0.064)=0.014$ eV, which accounts for the discrepancy.

### Consequences for an implementation

Effective masses should not be taken from (12) alone when the gap is large. If they matter, add $\gamma_c$ and $\gamma_v$ on the diagonal, either derived as above or fitted to a band calculation. The linear coupling $at$ should be taken from the interband velocity element at $\mathbf K$. A fit of $at$ to the band curvature would absorb the $\gamma_n$ and spoil the Berry curvature and the absorption strength.

Three signs at the valley centre make a useful consistency check of basis and valley conventions. Where the valence state is $d_{+2}$ and $\lambda>0$, the upper valence spin is up, the valence curvature is positive (in the two-band model whenever $\Delta'>0$, that is $\lambda<\Delta$, and in a larger basis as long as the first term of $\Omega_v$ in (21) dominates), and the absorbed light is $\sigma^+$. At the opposite valley all three are reversed. If a code reverses some of them and not the others, its two valleys are not related by time reversal. The numerical check tests (7), (10), (11), (17) and (21) against the three-orbital lattice, (8) and the second-order valence splitting against the full d shell, and (13), (15), (16) and (19) against numerical diagonalization of (12). Equation (22) is compared only with the printed lattice gaps, as above, and the $\kappa$ term is not tested.

## Calculated quantities

```
lattice constant a = 0.30 nm; spin-orbit zeta = 0.10 eV
onsite e1, e2 = 1.00, 1.80 eV
hoppings t0, t1, t2 = -0.20, 0.30, 0.40 eV
hoppings t11, t12, t22 = 0.20, 0.30, 0.00 eV
K distance from zone centre = 13.9626 1/nm
levels at K: Ev, Ec, Ew = -0.0588, 1.6000, 3.0588 eV
gap without spin-orbit Delta = 1.6588 eV
Dirac coupling t = 1.0530 eV; a t = 0.3159 eV nm
velocity a t/hbar = 4.7996e+05 m/s
free real parameters in C3-allowed linear term = 2
valence E(up)-E(down) at K = 0.2000 eV
valence E(up)-E(down) at -K = -0.2000 eV
K, spin up: gap = 1.5588 eV
K, spin up: Dirac valence curvature = 0.08214 nm^2
K, spin down: gap = 1.7588 eV
K, spin down: Dirac valence curvature = 0.06452 nm^2
odd levels m=+1, m=-1 at K = 3.00, 4.00 eV
full d shell: valence splitting = 0.20311 eV
full d shell: conduction E(up)-E(down) = -0.00466 eV
second-order conduction estimate = -0.00446 eV
Without spin-orbit coupling:
two-band valence curvature at K = 0.07254 nm^2
lattice valence curvature at K = 0.07129 nm^2
lattice valence curvature at -K = -0.07129 nm^2
lattice conduction curvature at K = -0.05785 nm^2
|dH/dkx + i dH/dky| c-v at K = 0.63183 eV nm
polarization at K = 1.000000 (dimensionless)
polarization at -K = -1.000000 (dimensionless)
one bond hopping +5%: |P-|/|P+| at K = 0.01031
test distance from K: k = 0.50 1/nm; a k = 0.150
Dirac gap at k = 1.68866 eV; cos(theta) = 0.98234
lattice gap at K+kx = 1.67261 eV
lattice gap at K-kx = 1.67293 eV
Dirac polarization at k = 0.999841
lattice polarization at K+kx = 0.999962
lattice polarization at K-kx = 0.999838
Dirac valence Berry phase on circle k = 0.05547 rad
```
